Effect of a wrong ionisation limit on computed sodium quantum defects

**Question: why does my quantum-defect plot for sodium ns levels curl upwards at high n?**

My exercise sheet gives excitation energies W_n of the sodium ns levels above 3s and a trial ionisation limit I' = 5.12394983 eV. I am to form the terms T = I' − W_n, get the quantum defects from T = Ry/(n − δ)² with Ry = 13.60569312 eV, fit the Rydberg-Ritz formula δ = δ0 + δ2·(T/Ry), and report the limiting defect δ0. The levels are computed, not measured: frozen-core Hartree-Fock on Na+ plus a core-polarisation potential with a cut-off radius of 0.75 Å, no relativity, infinitely heavy nucleus. This is what I get:

    n    W_n / eV      my δ
    3    0.00000000    1.37049
    4    3.17991963    1.35449
    5    4.10260995    1.35015
    6    4.49512291    1.34848
    7    4.69806784    1.34782
    8    4.81649895    1.34769
    9    4.89159049    1.34791
    10   4.94217725    1.34841
    11   4.97786979    1.34916
    12   5.00398990    1.35018
    13   5.02367827    1.35146
    14   5.03888561    1.35302
    15   5.05087543    1.35487
    16   5.06049534    1.35703
    17   5.06833116    1.35952
    18   5.07479826    1.36236
    19   5.08019781    1.36558
    20   5.08475249    1.36918

The defect falls until n = 8 and then rises faster and faster, so nothing converges and a straight line is a bad fit. Why should the plot be straight in the first place, and what does the intercept mean? Is the upturn physics or my mistake? Can the data themselves tell me the right limit? And how far does the result apply to real sodium?

**Answer**

Your arithmetic is right and the upturn is not physics. The trial limit is too high by 0.1 meV, and an error in the limit enters δ_n multiplied by the cube of the effective quantum number. I recomputed the levels in the model your sheet names, so the true limit of this data set is known and the limit recovered from the data can be compared with it. The program and its output are printed below.

The algebra is in atomic units (ħ = m_e = e²/(4πε0) = 1), where Ry = 1/2. With E_n < 0 measured from the ionisation threshold,

    W_n = E_n − E_3s,   I = −E_3s,   T_n = I − W_n = −E_n
    ν_n = (Ry/T_n)^(1/2),   δ_n = n − ν_n,   x_n = 1/ν_n² = T_n/Ry

ν_n is the effective quantum number. A prime marks a quantity formed with a wrong limit.

**The model**

The valence electron moves in the field of the nucleus (charge 11) and of the ten electrons of the Hartree-Fock Na+ core, held fixed, with exchange included. Outside the core the ten electrons give +10/r, exchange has died out with the core orbitals, and −11/r + 10/r = −1/r remains. The valence electron also produces a field F = 1/r² at the core, which lowers the energy by αF²/2 = α/(2r⁴), with α the dipole polarisability of Na+. Inside the core this form has no meaning and is switched off:

    V_pol(r) = −α [1 − exp(−(r/r_c)⁶)] / (2r⁴)

It acts only on the part of the wave function orthogonal to 1s and 2s. The polarisability is computed by finite-field Hartree-Fock, α = 0.1401 Å³. The radius r_c = 0.75 Å is a round model value of the size of the core, chosen so that the defect lands near that of sodium; it is not derived. The radial solver is tested on hydrogen, where it must give zero defect (to 10⁻⁶ for n up to 20), and on the Na+ energy, −4399.454 eV on the grid against −4399.453 eV in an independent Gaussian basis. The limit of the model is I = 5.12384983 eV. The eight decimals refer to this data set with this value of α: a different Gaussian basis and field strength change α by about 3 × 10⁻⁵ a.u., which moves I by about 7 × 10⁻⁶ eV and leaves δ0 = 1.34518 unchanged. This does not affect the analysis below, which uses I and W_n from the same calculation.

**Why T = Ry/(n − δ)² with a slowly varying δ**

I use the semiclassical (WKB) argument for a local potential and then check its conclusion against exact wave functions of the full model. The radial equation for l = 0 is u'' + 2(E − V)u = 0. Used directly in r, WKB fails near the origin, where the potential is singular, so the coordinate is changed first. Put r = e^s and u = e^(s/2) w(s), with a dot for d/ds. Since d/dr = e^(−s) d/ds,

    u'  = e^(−s/2) (ẇ + w/2)
    u'' = e^(−3s/2) (ẅ + ẇ/2 − ẇ/2 − w/4) = e^(−3s/2) (ẅ − w/4)

Multiplying the radial equation by e^(3s/2) gives ẅ + [2r²(E − V) − 1/4] w = 0 on the whole line. Its phase is ∫ [2r²(E − V) − 1/4]^(1/2) ds = ∫ k dr, because ds = dr/r, with

    k(r)² = 2E − 2V − 1/(4r²)

The last term is the Langer term. WKB gives u ≈ A k^(−1/2) sin(∫ k dr + π/4) from the inner turning point r1, with the same π/4 at the outer turning point r2. A state with n_r nodes fits n_r + 1 half waves, so

    ∫(r1→r2) k dr + π/4 + π/4 = (n_r + 1)π

For the pure Coulomb potential put E = −1/(2ν²), which merely defines ν. Then

    k_C² = −1/ν² + 2/r − 1/(4r²) = R(r)/(ν² r²)
    R = −r² + 2ν² r − ν²/4 = (r − r1)(r2 − r),   r1 + r2 = 2ν²,   r1 r2 = ν²/4

Write √R/r = R/(r√R) = [−r + (r1 + r2) − r1r2/r]/√R. With r = (r1 + r2)/2 + (r2 − r1)(sin φ)/2 one has dr/√R = dφ and φ runs from −π/2 to π/2, so ∫ dr/√R = π and ∫ r dr/√R = π(r1 + r2)/2, the sine averaging out. For the third piece put t = 1/r; then R = r1r2 (1/r1 − t)(t − 1/r2)/t² and |dr| = dt/t², so ∫ dr/(r√R) = (r1r2)^(−1/2) ∫ dt/[(1/r1 − t)(t − 1/r2)]^(1/2) = π/(r1r2)^(1/2). Adding,

    ∫ k_C dr = (π/ν) [ −ν² + 2ν² − ν/2 ] = π(ν − 1/2)

The program confirms this by quadrature. The quantisation condition becomes π(ν − 1/2) + π/2 = (n_r + 1)π, that is ν = n_r + 1 = n, the hydrogen spectrum.

Now let V differ from −1/r only inside a core radius r0. Beyond r0 the integrands coincide, so the total phase is the Coulomb phase plus a piece collected in the core, which I call πδ:

    πδ(E) = ∫(up to r0) k dr − ∫(up to r0) k_C dr

The condition reads π(ν − 1/2) + πδ + π/2 = (n_r + 1)π, so

    ν + δ(E) = n,     T_n = Ry/(n − δ)²

with n = n_r + 1. The lowest valence state is orthogonal to 1s and 2s, and it is numbered n = 3. A core more attractive than −1/r has k > k_C, so δ is positive.

The energy enters πδ only through 2E = −x added to −2V, over a finite range of r in which |V| is of order 1/r0 or larger. For x small compared with 2/r0 the electron in the core hardly notices its total energy, and δ can be expanded:

    δ = δ0 + δ2 x + δ4 x² + …

The first two terms are the Rydberg-Ritz formula. That is why δ against x = T/Ry is nearly straight, with n → ∞ at x = 0.

The amplitude in the core offers one check. Averaging sin² to 1/2, normalisation needs (A²/2)∫ dr/k = 1. Since ∂k/∂E = 1/k and k vanishes at the end points, ∫ dr/k = d/dE ∫ k dr ≈ π dν/dE, and dE/dν = 1/ν³ gives A² = 2/(πν³). So ν³u_n² at a fixed small r should be almost independent of n. At r = 0.262 Å the ratio for 10s and 20s is 0.9997.

**What the intercept means**

Nothing in πδ(E) singles out E < 0. At E ≥ 0 the wave function outside the core is still advanced by πδ relative to the regular Coulomb wave, so πδ0 is the scattering phase shift at threshold (Seaton's theorem). At E = 0 the outer equation is u'' + (2/r)u = 0. Put z = (8r)^(1/2) and u = zZ(z). Then d/dr = (4/z) d/dz, and with derivatives of Z taken in z,

    du/dr = 4Z/z + 4Z',   d²u/dr² = (16/z)(Z'' + Z'/z − Z/z²),   2u/r = 16Z/z

The sum vanishes when Z'' + Z'/z + (1 − 1/z²)Z = 0, Bessel's equation of order 1. Take f = √r J1(z), regular at the origin, and g = −√r Y1(z). For large z, J1 ∝ cos(z − 3π/4) = sin θ and −Y1 ∝ −sin(z − 3π/4) = cos θ with θ = z − π/4 and a common amplitude. The WKB phase agrees: k_C dr = (z² − 1)^(1/2) dz/z integrates from z = 1 to (z² − 1)^(1/2) − arccos(1/z) → z − π/2, and adding π/4 gives θ. A wave advanced by πδ is therefore

    u ∝ f cos πδ + g sin πδ  ∼  sin(θ + πδ)

Taking the ratio at two radii a and b, u_a(f_b cos πδ + g_b sin πδ) = u_b(f_a cos πδ + g_a sin πδ), hence

    tan πδ = (u_b f_a − u_a f_b)/(u_a g_b − u_b g_a)

This fixes δ up to an integer, which is taken from the bound levels. The program solves the full nonlocal equation at E = 0, uses no bound-state energy for the fractional part, and finds 1.345187. A cubic in x through the defects for n = 5 to 20, formed with the true limit, has δ0 = 1.345187, δ2 = 0.06254, δ4 = 0.0169. At E = +0.1361 eV, where x = −0.01 and f, g are the regular and irregular Coulomb functions, the phase over π is 1.344563. The cubic continued there gives 1.345187 − 0.000625 + 0.000002 = 1.344563 within rounding. The first agreement tests the intercept and the second the slope. Neither uses WKB, and both include exchange and the r⁻⁴ tail, which the derivation left out.

**The fit with the correct limit**

For 8s, T = 5.12384983 − 4.81649895 = 0.30735088 eV, x = 0.30735088/13.60569312 = 0.022590, ν = x^(−1/2) = 6.65339, δ = 8 − 6.65339 = 1.34661. A selection, with the two wrong limits I ± 0.1 meV beside it:

    n    x          ν          δ         δ'(+)     δ'(−)
    4    0.142876   2.64557    1.35443   1.35449   1.35436
    6    0.046211   4.65189    1.34811   1.34848   1.34774
    8    0.022590   6.65339    1.34661   1.34769   1.34553
    10   0.013353   8.65398    1.34602   1.34841   1.34364
    12   0.008810   10.65426   1.34574   1.35018   1.34129
    16   0.004656   14.65452   1.34548   1.35703   1.33390
    20   0.002874   18.65463   1.34537   1.36918   1.32146

The column δ'(+) is yours. The true δ falls steadily. A line through n = 8 and 16 can be done by hand:

    δ2 = (1.34661 − 1.34548)/(0.022590 − 0.004656) = 0.00113/0.017934 = 0.0630
    δ0 = 1.34548 − 0.0630 × 0.004656 = 1.34548 − 0.00029 = 1.34519

For N points, minimising Σ(y − a − bx)² over a gives a = ȳ − b x̄, the bar denoting the mean; inserting this and minimising over b gives

    b = Σ(x − x̄)(y − ȳ)/Σ(x − x̄)²,     a = ȳ − b x̄

For n = 6 to 20 this yields δ0 = 1.34518 and δ2 = 0.06326, with a root-mean-square residual of 2.4 × 10⁻⁶.

The three slopes 0.06254, 0.0630 and 0.06326 differ by more than the intercepts do, because a line absorbs the curvature. The chord of δ4x² between x_a and x_b has slope δ4(x_a² − x_b²)/(x_a − x_b) = δ4(x_a + x_b) and intercept δ4x_b² − δ4(x_a + x_b)x_b = −δ4x_a x_b. For n = 8 and 16 the slope becomes 0.06254 + 0.0169 × 0.027246 = 0.06300, as found, while the intercept moves by only −0.0169 × 0.022590 × 0.004656 ≈ −2 × 10⁻⁶. Low levels are left out because x is no longer small there and the terms beyond δ2x, not only δ4x², become visible: at n = 3 the line gives 1.34518 + 0.06326 × 0.376596 = 1.36900 against the actual 1.37047.

The formula is also written δ0 + δ2/(n − δ0)². Since n − δ0 = ν + δ − δ0 = ν + δ2 x = ν(1 + δ2 x^(3/2)) to leading order,

    1/(n − δ0)² = x (1 + δ2 x^(3/2))^(−2) ≈ x − 2δ2 x^(5/2)

so the two forms of δ differ by 2δ2² x^(5/2), about 4 × 10⁻⁶ at n = 6. That fit gives δ0 = 1.34518 and δ2 = 0.06333.

**What a wrong limit does**

Let I' = I + ε and η = ε/Ry. Every term is shifted by the same amount, T' = T + ε, so x' = x + η and

    ν' = (x + η)^(−1/2) = ν (1 + y)^(−1/2),     y = ην² = ε/T

With δ' − δ = (n − ν') − (n − ν) = ν − ν' and the binomial series (1 + y)^(−1/2) = 1 − y/2 + 3y²/8 − 5y³/16 + …,

    δ' − δ = ην³/2 − (3/8)η²ν⁵ + (5/16)η³ν⁷ − …

The series converges for |ε| < T_n. For ε = −T_n the level sits at the assumed limit and ν' is infinite; beyond that no defect can be formed. The sign is traced as follows: a limit too high makes the term too large, ν' too small and δ' too large. The cube has a direct meaning. Neighbouring levels are dT = 2Ry/ν³ apart, from differentiating Ry/ν² with dν = 1, so the leading shift εν³/(2Ry) is the error measured in units of the local level spacing, and that spacing shrinks towards the limit.

For ε = 0.1 meV, η = 10⁻⁴/13.60569 = 7.350 × 10⁻⁶. At n = 10, ν³ = 8.65398³ = 648.1 and ην³/2 = 0.002382; the second-order term is −9.8 × 10⁻⁷; the directly computed shift is 0.002381. At n = 20, ν³ = 18.65463³ = 6491.7, the first order is 0.023857, the second −0.000046, and the sum 0.023811 equals the direct shift. The program asserts for all n and both signs of ε that the remainder after two orders stays within 1.1 times the third-order term, and that the slope of ln|δ' − δ| against ln ν is 3 within 0.01. The second-order term has the same sign for both signs of ε, so the downward shift at n = 20, 1.34537 − 1.32146 = 0.02391, is slightly larger than the upward one.

For scale: the genuine variation of δ from n = 6 to 20 is 1.34811 − 1.34537 = 0.00274. An error of 0.1 meV in a limit of 5.12 eV, 2 parts in 10⁵ of the limit, produces at n = 20 a shift almost nine times as large as that.

**The shape of the distorted plot**

With ν³ = x^(−3/2), to first order in ε and in the two-term Ritz approximation,

    δ'(x) = δ0 + δ2 x + (η/2) x^(−3/2)

The horizontal shift η of the points is a quarter of a per cent of the smallest x here and is ignored. The new term diverges at x → 0, exactly where the intercept is to be read. Its derivative is

    dδ'/dx = δ2 − (3η/4) x^(−5/2)

For η < 0 and δ2 > 0 both terms are positive, so δ' falls monotonically as n grows, and in this two-term form its slope against x steepens without bound towards x = 0; this is the column δ'(−), and the program asserts the monotonic fall. Per unit of n the drop first shrinks, to about 0.0009 between n = 8 and 9 (from 1.34553 to 1.34461), and grows only from there on. For η > 0 the derivative vanishes at

    x* = [3η/(4δ2)]^(2/5) = [3ε/(4 Ry δ2)]^(2/5)

and the second derivative (15η/8)x^(−7/2) is positive, so this is a minimum. For your case 3 × 7.350 × 10⁻⁶/(4 × 0.06326) = 8.714 × 10⁻⁵, x* = 0.02377, ν* = x*^(−1/2) = 6.49 and n* = ν* + δ0 = 7.83. Your lowest point is n = 8. An error ten times smaller multiplies x* by 10^(−2/5) = 0.398, giving x* = 0.00946, n* = 11.62, and the lowest computed point is n = 12. Because ν* ∝ ε^(−1/5), the position of the minimum is a coarse gauge of ε, and a series that stops below n* shows no minimum even though the limit is too high. That δ2 is positive here is a computed fact about this series; for a series with δ2 < 0 the roles swap, and a limit too low produces a maximum.

**What a forced straight line returns**

The formulas for a and b are linear in y, so adding s_n = ην_n³/2 to the data shifts slope and intercept by the regression of s on x. The numerator of the slope can be written

    Σ(x − x̄)(s − s̄) = (1/2N) Σ_i Σ_j (x_i − x_j)(s_i − s_j)

as one sees by expanding the product: both sides equal Σxs − N x̄ s̄. For ε > 0, s decreases with x, every product with i ≠ j is negative (those with i = j vanish), and the slope shift Δb is negative. The intercept shift s̄ − Δb x̄ is then a sum of two positive terms. For n = 6 to 20:

    ε = +0.1 meV:  fit δ0 = 1.35863, δ2 = −0.3562;  predicted 1.35865, −0.3568
    ε = −0.1 meV:  fit δ0 = 1.33170, δ2 = +0.4840;  predicted 1.33172, +0.4833

The first-order prediction is asserted to reproduce both shifts within 1 % of the predicted shift. With your limit the intercept is too high by 1.35863 − 1.34518 = 0.01345 and the slope has the wrong sign. The residual rises from 2.4 × 10⁻⁶ to 5.3 × 10⁻³, because x^(−3/2) is not a line, and that is the warning.

**Getting the limit from the data**

The functions 1, x and x^(−3/2) are linearly independent, so the distortion can be fitted. Regress δ' on

    δ' = a + b x' + c x'^(−3/2)

The problem is linear in a, b, c. By the formula above c = η/2, so ε ≈ 2Ry·c. Subtract this from the trial limit, recompute δ' and x', and repeat. From your limit the first pass gives ε = +0.10024 meV; from a limit 0.1 meV too low it gives −0.09976 meV. After four passes both arrive at I = 5.12384980 eV and δ0 = 1.34518.

Both first estimates err by +0.00024 meV, 0.24 % of |ε|, and the common sign can be derived. The regression uses the primed variable, so expand in it: x = x' − η gives ν = ν'(1 − ην'²)^(−1/2) and

    δ' − δ = ν − ν' = ην'³/2 + (3/8)η²ν'⁵ + …

The second term is positive for either sign of ε and grows with n, so the fit reads it as extra positive c. Relative to the first term it is (3/4)|η|ν² = 0.75 × 7.350 × 10⁻⁶ × 348 = 0.19 % at n = 20, the order of what is seen. It vanishes quadratically as the iteration converges. What remains is 5.12384980 − 5.12384983 = −3 × 10⁻⁸ eV. This residual means that the fit overestimates ε by about 0.00003 meV even at the true limit, so it is also part of the first-pass error, and the second-order term accounts for the other 0.00021 meV, 0.21 % of |ε|. I conjecture that this is the neglected δ4x² term leaking into c; the program asserts only that the recovered limit lies within 2 × 10⁻⁷ eV of the true one.

That precision belongs to noise-free numbers. An error σ in a single W_n changes T_n by −σ and δ_n by −σν³/(2Ry), the same amplification. Only the error of the difference T_n = I − W_n counts. Call it ε; to hold δ_n within a tolerance τ it must satisfy

    |ε| < 2Ry τ/ν³

For τ = 10⁻⁴ at n = 20 this is 2 × 13.60569 × 10⁻⁴/6491.7 = 4.19 × 10⁻⁷ eV = 0.000419 meV. High levels are thus poor for reading δ0 when the limit is uncertain. They are good for fixing the limit once the middle levels have fixed δ0 and δ2, because an error in δ_n then enters the limit divided by ν³. The three-term fit uses both. Over a short range of n the three functions become nearly dependent and a, b, c trade off against each other.

**A different error: the Rydberg constant**

For a nucleus of mass M the electron mass is replaced by the reduced mass m_e/(1 + m_e/M), and the Coulomb energies scale with it. Using the infinite-mass constant on a real atom therefore overestimates Ry by the fraction ρ = m_e/M. With Ry' = Ry(1 + ρ),

    ν' = ν(1 + ρ)^(1/2) ≈ ν(1 + ρ/2),     δ' − δ ≈ −ρν/2

Taking M as roughly 23 u, ρ = 2.385 × 10⁻⁵, and the shift is −2.385 × 10⁻⁵ × 8.654/2 = −1.03 × 10⁻⁴ at n = 10 and −2.22 × 10⁻⁴ at n = 20. It grows as ν, not ν³, and cannot explain your plot. Your levels are computed for infinite mass, so your Ry is the right one. For measured levels the correction is required once δ0 is wanted to four decimals.

**How far this is sodium**

The five decimals of δ0 = 1.34518 describe this data set, not the atom. How δ responds to a change of the potential follows from E = −1/(2ν²): dE = dν/ν³, and dδ = −dν at fixed n, so first-order perturbation theory gives

    Δδ_n = −ν³ ⟨ΔV⟩_n

For a ΔV confined to the core this is almost independent of n, because ν³u_n² is. An attractive term raises δ. Without polarisation the model gives I = 4.947 eV and δ0 = 1.322. V_pol thus raises δ0 by 0.023, but the 3s defect, 3 − (Ry/I)^(1/2), by 0.029: it reaches beyond the core, where the shape of the lowest wave functions still depends on n. For 10s the rule predicts a rise of 0.0233 from V_pol and the full calculation gives 0.0235; the rule itself is tested with V_pol scaled down a hundredfold, where it holds within 0.5 % of the predicted shift. The cut-off controls how much polarisation acts: r_c = 0.70 Å gives δ0 = 1.3467 and r_c = 0.80 Å gives 1.3436. So the model says δ0 ≈ 1.345, with the third decimal depending on a chosen parameter, and it omits relativity, correlation within the core (the core and α are Hartree-Fock quantities), higher-multipole and dynamic polarisation, and nuclear recoil. The measured defect lies roughly between 1.3 and 1.4 and the measured limit is roughly 5.1 eV. This model does not fix the third decimal for real sodium; to obtain it from measured levels, put them through the same steps with the reduced-mass Rydberg constant.

The steps rest on δ being smooth in the energy, which holds for a single channel: one electron outside a core whose own excitations lie far above the energies considered. If a state built on an excited core falls among the levels, the core phase changes rapidly near its energy and δ_n shows a local step that neither δ2x nor x^(−3/2) describes. An external field that shifts the high levels by an n-dependent amount also bends the high-n end, and a three-term fit would misread part of it as an error in the limit. In your table neither is present, and lowering I' by 0.1 meV turns your column for n = 6 to 20 into the straight line, with the lowest levels lying slightly above it because of the curvature term.

Numbers as computed

```
Ry = 13.60569312 eV
E(Na+) HF grid = -4399.454 eV, Gaussian basis = -4399.453 eV
alpha(Na+) HF = 0.1401 A^3, rc = 0.75 A
limit I = 5.12384983 eV; limit error eps = 0.1 meV
 n  W_n/eV      T_n/eV      x        nu        delta    d(+eps)  d(-eps)
 3 0.00000000 5.12384983 0.376596   1.62953 1.37047 1.37049 1.37045
 4 3.17991963 1.94393020 0.142876   2.64557 1.35443 1.35449 1.35436
 5 4.10260995 1.02123988 0.075060   3.65003 1.34997 1.35015 1.34979
 6 4.49512291 0.62872691 0.046211   4.65189 1.34811 1.34848 1.34774
 7 4.69806784 0.42578199 0.031294   5.65284 1.34716 1.34782 1.34650
 8 4.81649895 0.30735088 0.022590   6.65339 1.34661 1.34769 1.34553
 9 4.89159049 0.23225934 0.017071   7.65374 1.34626 1.34791 1.34461
10 4.94217725 0.18167258 0.013353   8.65398 1.34602 1.34841 1.34364
11 4.97786979 0.14598004 0.010729   9.65414 1.34586 1.34916 1.34255
12 5.00398990 0.11985993 0.008810  10.65426 1.34574 1.35018 1.34129
13 5.02367827 0.10017156 0.007362  11.65435 1.34565 1.35146 1.33983
14 5.03888561 0.08496422 0.006245  12.65442 1.34558 1.35302 1.33812
15 5.05087543 0.07297440 0.005364  13.65448 1.34552 1.35487 1.33616
16 5.06049534 0.06335449 0.004656  14.65452 1.34548 1.35703 1.33390
17 5.06833116 0.05551867 0.004081  15.65456 1.34544 1.35952 1.33132
18 5.07479826 0.04905157 0.003605  16.65459 1.34541 1.36236 1.32841
19 5.08019781 0.04365202 0.003208  17.65461 1.34539 1.36558 1.32513
20 5.08475249 0.03909734 0.002874  18.65463 1.34537 1.36918 1.32146
line in x, n=6..20: d0 = 1.34518, d2 = 0.06326, rms = 2.4e-06
line in 1/(n-d0)^2: d0 = 1.34518, d2 = 0.06333
two points n=8,16: d0 = 1.34519, d2 = 0.0630
cubic n=5..20: d0 = 1.345187, d2 = 0.06254, d4 = 0.0169
zero-energy phase/pi = 1.345187
x=-0.01 (E=+0.1361 eV): phase/pi = 1.344563, cubic = 1.344563
nu^3 u^2 at r = 0.262 A: ratio n=10/n=20 = 0.9997
HF only: I = 4.94707 eV, d0 = 1.32185
10s polarisation shift of delta: first order 0.0233, full 0.0235
rc = 0.70 A: d0 = 1.34674
rc = 0.80 A: d0 = 1.34364
n=10, +eps: shift 0.002381, order1 0.002382, order2 -9.8e-07
n=20, +eps: shift 0.023811, order1 0.023857, order2 -4.6e-05
eps=+0.1 meV line: d0 = 1.35863, d2 = -0.3562, rms = 5.3e-03
  predicted d0 = 1.35865, d2 = -0.3568
  3-term: first eps = +0.10024 meV, final I = 5.12384980 eV, d0 = 1.34518
eps=-0.1 meV line: d0 = 1.33170, d2 = 0.4840, rms = 5.3e-03
  predicted d0 = 1.33172, d2 = 0.4833
  3-term: first eps = -0.09976 meV, final I = 5.12384980 eV, d0 = 1.34518
eps=+0.10 meV: x* = 0.02377, n* = 7.83, lowest point n = 8
eps=+0.01 meV: x* = 0.00946, n* = 11.62, lowest point n = 12
limit accuracy for delta_20 to 1e-4: 0.000419 meV
rho = m_e/(23 u) = 2.385e-05; shift of delta_10 = -1.03e-04, delta_20 = -2.22e-04
```
